# Nucleus density from the mean thickness of an island deposit: verification in Python

```python
"""
Result under test: N = 3 h / (2 pi g^3 n^3) for isolated hemispherical islands.
N: nuclei per substrate area; h: mean thickness (volume / substrate area);
g: radial growth per cycle; n: number of cycles; r = g n: island radius.
All nuclei are points present before the first cycle; bare substrate is inert.
Lengths are in nm. Height maps of explicit island arrangements give the
independent side of the main tests.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial import cKDTree

growth = 0.05
cycles = 100
thickness = 0.50
PER_CM2 = 1.0e14  # nm^-2 to cm^-2


def density_isolated(h, g, n):
    return 3 * h / (2 * np.pi * (g * n) ** 3)


def height_map(points, radius, box, pixels):
    """Upper surface of hemispheres in a periodic square."""
    step = box / pixels
    surface = np.zeros((pixels, pixels))
    half = int(radius / step) + 2
    offsets = np.arange(-half, half + 1)
    for x, y in points:
        ix = int(x / step) + offsets
        iy = int(y / step) + offsets
        dx = (ix + 0.5) * step - x
        dy = (iy + 0.5) * step - y
        z2 = radius**2 - dx[:, None] ** 2 - dy[None, :] ** 2
        z = np.sqrt(np.maximum(z2, 0.0))
        patch = np.ix_(ix % pixels, iy % pixels)
        surface[patch] = np.maximum(surface[patch], z)
    return surface


def separated_points(count, box, min_distance, rng):
    """Random points, rejecting any closer than min_distance."""
    points = np.empty((0, 2))
    while len(points) < count:
        trial = rng.random(2) * box
        delta = points - trial
        delta -= box * np.round(delta / box)
        if np.all(np.sum(delta**2, axis=1) > min_distance**2):
            points = np.vstack([points, trial])
    return points


def random_thickness(density, radius):
    """Mean thickness when independently placed islands may overlap."""
    def covered(z):
        return -np.expm1(-np.pi * density * (radius**2 - z**2))
    return quad(covered, 0, radius)[0]


rng = np.random.default_rng(12345)
radius = growth * cycles
volume = 2 * np.pi * radius**3 / 3
density = density_isolated(thickness, growth, cycles)
coverage = 3 * thickness / (2 * radius)
rate = 3 * thickness / cycles
exposed_area = 2 * np.pi * density * radius**2

# Isolated islands: measure the surface of an explicit arrangement.
count = 306
box = np.sqrt(count / density)
points = separated_points(count, box, 11.0, rng)
surface = height_map(points, radius, box, 1600)
map_thickness = surface.mean()
map_coverage = np.mean(surface > 0)
coarse_thickness = height_map(points, radius, box, 800).mean()
assert abs(map_thickness / thickness - 1) < 0.002
assert abs(map_coverage / coverage - 1) < 0.005
assert abs(coarse_thickness / map_thickness - 1) < 0.003

# Cubic law and instantaneous growth rate from maps at other cycles.
half_thickness = height_map(points, growth * 50, box, 1600).mean()
assert abs(map_thickness / half_thickness / 8 - 1) < 0.005
later = height_map(points, growth * 105, box, 1600).mean()
earlier = height_map(points, growth * 95, box, 1600).mean()
map_rate = (later - earlier) / 10
assert abs(map_rate / rate - 1) < 0.01
assert abs(map_rate / (growth * exposed_area) - 1) < 0.01

# Finite starting radius; isolated thickness is linear in density.
start_radius = 0.25
start_factor = (radius / (radius + start_radius)) ** 3
start_map = height_map(points, radius + start_radius, box, 1600).mean()
assert abs(start_map * start_factor / thickness - 1) < 0.003

# Fully random placement at the same density.
random_means, touching = [], []
for _ in range(40):
    trial_points = rng.random((count, 2)) * box
    random_means.append(height_map(trial_points, radius, box, 1600).mean())
    tree = cKDTree(trial_points, boxsize=box)
    nearest = tree.query(trial_points, k=2)[0][:, 1]
    touching.append(np.mean(nearest < 2 * radius))
overlap_thickness = random_thickness(density, radius)
touch_fraction = 1 - np.exp(-4 * np.pi * density * radius**2)
# Tolerances allow for sampling noise of 40 finite arrangements.
assert abs(np.mean(random_means) / overlap_thickness - 1) < 0.006
assert abs(np.mean(touching) - touch_fraction) < 0.03
loss = 1 - overlap_thickness / thickness
loss_first_order = 2 * coverage / 5
assert abs(loss - loss_first_order) < coverage**2 / 4
density_random = brentq(
    lambda d: random_thickness(d, radius) - thickness,
    density, 2 * density)

# Equal numbers of nuclei appearing before each cycle, overlap ignored.
ages = np.arange(1, cycles + 1)
mean_volume = np.mean(2 * np.pi * (growth * ages) ** 3 / 3)
late_factor = 4 / (1 + 1 / cycles) ** 2
assert abs(volume / mean_volume / late_factor - 1) < 1e-12

# Spherical cap whose sphere radius equals r.
angle_deg = 120.0
cosine = np.cos(np.radians(angle_deg))
cap_volume = np.pi * radius**3 * (2 - 3 * cosine + cosine**3) / 3
cap_integral = quad(lambda z: np.pi * (radius**2 - z**2),
                    radius * cosine, radius)[0]
assert abs(cap_volume / cap_integral - 1) < 1e-10
cap_factor = volume / cap_volume

low_g = density_isolated(thickness, 0.9 * growth, cycles)
high_g = density_isolated(thickness, 1.1 * growth, cycles)

print(f"Radial growth per cycle: {growth:.3f} nm")
print(f"Number of cycles: {cycles}")
print(f"Mean thickness: {thickness:.2f} nm")
print(f"Island radius: {radius:.2f} nm")
print(f"Island volume: {volume:.1f} nm^3")
print(f"Nucleus density: {density:.3e} nm^-2")
print(f"Nucleus density: {density * PER_CM2:.2e} cm^-2")
print(f"Covered fraction: {coverage:.3f}")
print(f"Mean spacing N^(-1/2): {density**-0.5:.1f} nm")
print(f"Island diameter: {2 * radius:.1f} nm")
print(f"Exposed island area / substrate area: {exposed_area:.3f}")
print(f"Current thickness growth: {rate:.4f} nm/cycle")
print(f"Average thickness growth: {thickness / cycles:.4f} nm/cycle")
print(f"Height-map islands: {count}")
print(f"Height-map box side: {box:.1f} nm")
print(f"Height-map thickness: {map_thickness:.5f} nm")
print(f"Height-map covered fraction: {map_coverage:.4f}")
print(f"Height-map current growth: {map_rate:.5f} nm/cycle")
print(f"Fine pixel size: {box / 1600:.3f} nm")
shift = coarse_thickness - map_thickness
print(f"Thickness shift on doubling pixel size: {shift:.1e} nm")
print(f"Thickness at 50 cycles, from map: {half_thickness:.5f} nm")
print(f"Random placement, formula: {overlap_thickness:.4f} nm")
print(f"Random placement, simulated: {np.mean(random_means):.4f} nm")
print(f"Random overlap loss: {100 * loss:.2f} %")
print(f"First-order overlap loss: {100 * loss_first_order:.2f} %")
print(f"Random touching fraction, formula: {touch_fraction:.3f}")
print(f"Random touching fraction, simulated: {np.mean(touching):.3f}")
print(f"Density if random: {density_random * PER_CM2:.2e} cm^-2")
print(f"Density ratio random/isolated: {density_random / density:.3f}")
print(f"Density if g is 10 % lower: {low_g * PER_CM2:.2e} cm^-2")
print(f"Density if g is 10 % higher: {high_g * PER_CM2:.2e} cm^-2")
print(f"Trial starting radius: {start_radius:.2f} nm")
print(f"Density factor, starting radius: {start_factor:.3f}")
start_density = density * start_factor * PER_CM2
print(f"Density with starting radius: {start_density:.2e} cm^-2")
print(f"Density factor, continuous nucleation: {late_factor:.3f}")
late_density = density * late_factor * PER_CM2
print(f"Final density, continuous nucleation: {late_density:.2e} cm^-2")
print(f"Trial contact angle: {angle_deg:.0f} degrees")
print(f"Density factor, contact angle: {cap_factor:.3f}")
cap_density = density * cap_factor * PER_CM2
print(f"Density with this contact angle: {cap_density:.2e} cm^-2")
print("success")
```

Output:

```
Radial growth per cycle: 0.050 nm
Number of cycles: 100
Mean thickness: 0.50 nm
Island radius: 5.00 nm
Island volume: 261.8 nm^3
Nucleus density: 1.910e-03 nm^-2
Nucleus density: 1.91e+11 cm^-2
Covered fraction: 0.150
Mean spacing N^(-1/2): 22.9 nm
Island diameter: 10.0 nm
Exposed island area / substrate area: 0.300
Current thickness growth: 0.0150 nm/cycle
Average thickness growth: 0.0050 nm/cycle
Height-map islands: 306
Height-map box side: 400.3 nm
Height-map thickness: 0.50000 nm
Height-map covered fraction: 0.1500
Height-map current growth: 0.01501 nm/cycle
Fine pixel size: 0.250 nm
Thickness shift on doubling pixel size: 5.7e-05 nm
Thickness at 50 cycles, from map: 0.06250 nm
Random placement, formula: 0.4712 nm
Random placement, simulated: 0.4719 nm
Random overlap loss: 5.75 %
First-order overlap loss: 6.00 %
Random touching fraction, formula: 0.451
Random touching fraction, simulated: 0.439
Density if random: 2.03e+11 cm^-2
Density ratio random/isolated: 1.065
Density if g is 10 % lower: 2.62e+11 cm^-2
Density if g is 10 % higher: 1.43e+11 cm^-2
Trial starting radius: 0.25 nm
Density factor, starting radius: 0.864
Density with starting radius: 1.65e+11 cm^-2
Density factor, continuous nucleation: 3.921
Final density, continuous nucleation: 7.49e+11 cm^-2
Trial contact angle: 120 degrees
Density factor, contact angle: 0.593
Density with this contact angle: 1.13e+11 cm^-2
success
```
